Why very fast freezing of (001) silicon can leave amorphous material

**Definitions and the short answer**

A laser pulse has melted a thin layer on a (001) silicon crystal, and the melt now freezes from the crystal towards the surface. T is the interface temperature, Tm = 1685 K the melting temperature of the crystal, and Tm − T the undercooling. The subscripts l, c and a mean liquid, crystal and amorphous solid. Free energies g, latent heats L and the barrier Q are per atom; k is Boltzmann's constant. A speed v is positive when the solid grows.

Heat flow demands a freezing speed, and the interface must cool until its kinetics can supply it. In the picture modelled here, at roughly 15 m/s the undercooling is so large that the interface lies below the melting temperature Ta of amorphous silicon, so the liquid can lower its free energy by freezing into either solid. The crystal is still the more stable one, but its atoms must find lattice register. Once this handicap outweighs its larger driving force, the disordered front runs ahead and covers it.

The model below has flat fronts in pure silicon, and assumes that small disordered patches are available at the interface and that no crystals nucleate inside the melt.

**Two melting temperatures**

Take the enthalpy and entropy differences between the phases as constant. The liquid and the crystal have equal free energy at Tm, so their entropy difference is Lc/Tm and

g_l − g_c = Lc − T Lc/Tm = Lc(1 − T/Tm).

The amorphous solid has an excess enthalpy h and an excess entropy s over the crystal:

g_a − g_c = h − Ts.

Subtracting the second line from the first gives

g_l − g_a = (Lc − h) − T(Lc/Tm − s).

This vanishes at the amorphous melting temperature. With La = Lc − h,

Ta = La/(Lc/Tm − s), and so g_l − g_a = La(1 − T/Ta).

Ta lies below Tm if h > sTm. With Lc = 0.52 eV, h = 0.13 eV and s = 0.45k, La is 0.39 eV and

Ta = 0.39 eV/(3.086×10⁻⁴ − 0.388×10⁻⁴ eV/K) ≈ 1445 K.

Amorphous growth is therefore impossible in this model until the undercooling reaches about 240 K. The value s = 0.45k is a model choice, an effective constant for this temperature range, and Ta depends strongly on it: s = 0.2k would give 1339 K.

**Growth speed and its maximum**

An atom joining solid j (c or a) crosses a barrier Q. To return to the liquid it must climb Q plus the free energy gained, g_l − g_j. Detailed balance thus makes the return rate smaller than the forward rate by exp(−x_j), where

x_j = (g_l − g_j)/kT = (L_j/k)(1/T − 1/T_j), with T_c = Tm and T_a = Ta.

The net speed is the forward rate minus the return rate:

v_j = A_j exp(−Q/kT)[1 − exp(−x_j)].

The prefactor A_j is a layer spacing times an attempt frequency times the fraction of attempts that end in an acceptable position. The spacing of (001) layers times 10¹³ s⁻¹ is 1358 m/s. I take A_a = 1400 m/s, which is this value rounded up, so that every attempt serves the disordered solid, and A_c = 350 m/s, so that about one in four finds crystalline register. Both solids have Q = 0.30 eV. These are model choices, and A_c was chosen to put the threshold near 15 m/s. The model illustrates one proposed mechanism; it does not show that real silicon amorphizes this way, and it does not predict that number.

Near Tm, x_c is small and 1 − exp(−x_c) ≈ x_c ≈ Lc(Tm − T)/(kTm²). The speed is then proportional to undercooling, at a cost of 10.6 K for each m/s. Deeper down, the driving force still grows but the mobility exp(−Q/kT) falls. To find the maximum, set u = 1/T. Since dx_c/du = Lc/k,

d(ln v_c)/du = −Q/k + (Lc/k)/(exp(x_c) − 1).

The last term falls steadily as x_c grows, so there is one zero, at

exp(x_c) = 1 + Lc/Q.

There 1 − exp(−x_c) = Lc/(Lc + Q). Calling the corresponding temperature Tp,

1/Tp = 1/Tm + (k/Lc) ln(1 + Lc/Q),

v_max = A_c exp(−Q/kTp) Lc/(Lc + Q).

The numbers are Tp ≈ 1316 K and v_max = 350 × 0.0709 × 0.634 ≈ 15.7 m/s. No amount of further cooling makes this crystal grow faster.

**Why heat flow dictates the undercooling**

Let n be the number of atoms per volume, κ the thermal conductivity and G = −dT/dz the temperature gradient, with z pointing into the substrate. The latent heat released at a crystal front must equal the heat leaving through the solid minus the heat arriving from the liquid:

nLc v = κ_s G_s − κ_l G_l.

A steeper gradient in the solid demands a higher speed, and the interface cools until v_c(T) meets the demand. The interface temperature does feed back on the gradient, but weakly at speeds well below v_max. In a heat-flow calculation with a 30 ns heating time, described further below, doubling A_c raised the speed by only 9% while the undercooling fell to 51% of its former value. In that regime kinetics thus mainly set how cold the front must be, and heat flow mainly sets how fast it goes. Close to v_max this division fails, because further cooling adds almost no speed and kinetics limit the speed as well: with a 1 ns heating time, doubling A_c raises the speed by about 40%.

**Undercooling below Ta is not enough**

Suppose first that ordering carried no handicap, A_c = A_a. From the definitions,

kT(x_c − x_a) = (g_l − g_c) − (g_l − g_a) = g_a − g_c = h − Ts.

This is positive throughout the range below Ta, so x_a < x_c and hence v_a < v_c. With the equal barriers assumed here, the crystal would win at every undercooling; a lower barrier for the amorphous solid would act as a handicap of its own (with 0.20 eV against 0.30 eV the curves cross near 1318 K). Being below Ta permits amorphous growth but does not select it.

Now let A_a exceed A_c. At Ta the amorphous speed is zero and the crystal is ahead. On cooling, both brackets in the speed formula approach 1, so that, within the formula and with equal barriers, the larger prefactor must finally win. The curves cross at a temperature T* given by

A_a[1 − exp(−x_a)] = A_c[1 − exp(−x_c)].

Solving for x_a,

x_a = −ln{1 − (A_c/A_a)[1 − exp(−x_c)]}.

For an estimate, evaluate x_c at Ta and use x_a ≈ La(Ta − T*)/(kTa²):

Ta − T* ≈ −(kTa²/La) ln{1 − (A_c/A_a)[1 − exp(−x_c(Ta))]}.

With x_c(Ta) = 0.594 the logarithm is ln(1 − 0.25 × 0.448) = −0.119, and kTa²/La = 462 K, so the gap is about 55 K. The numerical root is 65 K, which puts T* at 1381 K. The estimate is low mainly because x_c keeps growing below Ta.

**Which front survives**

Consider an amorphous patch on a crystal front, both at the same temperature. Above T* the patch lags and the crystal closes over it. Below T* it leads and spreads sideways. A two-dimensional growth calculation, in which each liquid site takes the phase of the neighbour that reaches it first, shows both outcomes for a patch 20 sites wide on a grid 50 rows high:

- At T* + 15 K the crystal and amorphous speeds are 15.1 and 12.2 m/s, and the patch has vanished by the top row.
- At T* − 15 K they are 15.5 and 18.3 m/s, and the patch has widened to 62 sites. This width reflects the eight-neighbour grid; isotropic growth at the same speeds would give about 80.

Raising the demanded speed therefore takes the interface through three regimes:

- Up to v_c(Ta) = 14.1 m/s the interface is above Ta, and no amorphous solid can grow.
- Between 14.1 and 15.35 m/s it can grow, but the crystal outruns it.
- Above v_c(T*) = 15.35 m/s the amorphous front outruns the crystal.

At this threshold the undercooling is 304 K and each atomic layer has about 9 ps in which to order.

There is a second case. If T* lies below Tp, the crystal reaches its maximum speed before it is overtaken. A fixed demand above v_max then has no steady crystalline answer: the front keeps cooling, the crystal slows, and T* is reached if the demand lasts. The front must therefore pass through v_max before it can be overtaken, but passing it is not enough, because in heat flow the demand falls as the front cools and as time goes on. Halving A_a with everything else fixed gives this case, with T* = 1275 K and v_max = 15.7 m/s. In the heat-flow setting described below, a 0.5 ns heating time takes the front through v_max to about 1295 K, still above this T*, while 0.4 ns takes it to about 1263 K, below it.

**Why the amorphous layer remains**

The amorphous solid releases less heat per atom. At a fixed net heat flux q out of the front, its speed is q/(nLa), which is Lc/La = 4/3 times the crystal's q/(nLc). At the threshold flux an amorphous front must therefore run at about 20 m/s, faster than v_a(T*), and so it sits below T*. It stays there until the flux has fallen to La/Lc = 75% of the threshold value. In that range either front, once established, resists patches of the other. This requires v_a to reach the demanded speed: its maximum is 37.5 m/s here, but only 18.8 m/s with A_a halved, too little to carry steadily the flux of a crystal front near v_max. At lower flux crystalline patches would have the advantage, but a fully covered front has none unless crystals nucleate. That lower flux comes soon, because amorphous silicon conducts heat poorly: in the 0.3 ns case below, with a conductivity of 1 to 2 W/(m K) in the new layer, the front is back above T* once the layer is 4 to 11 nm thick and later slows to 5 to 8 m/s with 10 nm of melt left, and to about 4 to 6.5 m/s near the surface. A thicker layer therefore survives only through the assumption that no crystals nucleate.

Recrystallization through the solid is too slow to help. A rough rate of 5×10⁶ m/s × exp(−2.7 eV/kT), extrapolated to T*, gives 0.007 nm in 10 ns, far less than one atomic layer.

**How fast must the heat leave?**

With nLc = 4.16×10⁹ J/m³, the crystal front at threshold releases

4.16×10⁹ J/m³ × 15.35 m/s = 6.4×10¹⁰ W/m².

If the solid carries all of this with κ_s = 25 W/(m K), the gradient is 2.6 K/nm. Such a gradient requires shallow heating and hence a short pulse.

To see how short, take a 50 nm melt at Tm on a solid whose temperature falls to 300 K as a complementary error function. Its diffusion length is 2√(κ_s t/C), where t is the heating time and C = 2.3×10⁶ J/(m³ K) the heat capacity; the liquid has κ_l = 50 W/(m K). The front follows the crystal law throughout, so a temperature below T* marks where that branch loses to amorphous growth. The lowest front temperature, and the speed when half the melt has frozen, are:

- t = 30 ns: 1616 K, 5.8 m/s
- t = 10 ns: 1571 K, 8.7 m/s
- t = 3 ns: 1493 K, 12.5 m/s
- t = 1 ns: 1384 K, 15.3 m/s
- t = 0.3 ns: 1216 K, 15.0 m/s

These values come from a 4 nm grid; refining it raises the temperatures by up to 2 K and changes the speeds by up to 0.03 m/s. With constant κ_s the first three stay above Ta. The 1 ns case stops 3 to 4 K above T*, too close to call with rough parameters. The 0.3 ns case falls well below T*, and even below Tp: its front is colder than in the 1 ns case yet slightly slower, because lost mobility now outweighs the added driving force. The heating time is only a stand-in for the pulse length: a constant surface flux that melts 50 nm under the same kinetic law gives lowest front temperatures of about 1398, 1487 and 1561 K for pulses of 1, 3 and 10 ns, within about 15 K of the list.

**The model beside real silicon**

The threshold for (001) silicon is roughly 15 m/s, which the model matches by choice of A_c. The latent heat, excess enthalpy and thermal properties are rough silicon values. The heating times are the least reliable result, because solid silicon conducts better as it cools. Letting κ_s rise as 1/T from 25 W/(m K) at Tm, with the same starting profile, raises the 10 ns speed from 8.7 to 11.1 m/s. This overstates the effect, since the measured conductivity is nearly flat, about 22 to 26 W/(m K), above 1200 K. With rough handbook values of κ_s(T) and constant C the 10 ns speed is 9.2 to 9.9 m/s, depending on the values used and on whether the starting profile is recomputed with them, the 3 ns front just reaches Ta, and the 1 ns front falls to about 1230–1270 K, well below T*. Letting C also fall with temperature, to about 1.7×10⁶ J/(m³ K) at 300 K, offsets part of this: the 10 ns speed is about 9.3 m/s, the 3 ns front stays 3 to 21 K above Ta, and the 1 ns front reaches about 1255–1315 K, still below T*. Somewhat longer pulses than the constant-κ runs suggest therefore reach the threshold, between 1 and 3 ns in this geometry. Superheating of the melt, left out here, would act the other way by storing extra heat, but modestly: in the constant-κ runs a melt starting 200 K above Tm at the surface and falling linearly to Tm at the front raises the lowest front temperature by about 3 K at 3 ns, 7 K at 1 ns and 19 K at 0.3 ns.

The threshold speed responds only weakly to the undercooling at Ta. Changing s by ∓0.1k moves Ta to 1401 or 1493 K, which changes that undercooling by about 20%, but the threshold only to 15.7 or 14.4 m/s, because v_c is nearly flat close to its maximum. That T* lies near this maximum follows from the chosen parameters together, since Q sets Tp while A_c/A_a and s set T*. With Q = 0.1 eV and the original ratio A_c/A_a, the same change in s moves the threshold by +9% and −12%; with Q = 0.30 eV and A_a = 7000 m/s, by +6% and −10%. With s = 0.2k, T* falls to 1267 K, below Tp, which is the second case above. A liquid–crystal heat-capacity difference of 2 J/(mol K) would change the 94 meV driving energy at T* by 0.7%. Halving A_c, in contrast, lowers the threshold to 7.4 m/s. In this model Ta sets how cold the interface must be before amorphous growth is possible, while the rate of crystalline ordering largely sets the speed at which it gets that cold.

Impurities, interface roughness and growth defects are also left out. Each could change the ordering rate or supply disordered patches, and so move the threshold.

Numbers as computed

```
Crystal melting temperature: 1685 K
Latent heat, crystal / amorphous: 0.52 / 0.39 eV
Excess enthalpy: 0.13 eV; entropy: 0.45 k
Attachment barrier: 0.30 eV
Prefactors c / a: 350 / 1400 m/s
Layer spacing times 1e13 per s: 1358 m/s
Conductivity solid / liquid: 25 / 50 W/(m K)
Heat capacity: 2.30e+06 J/(m3 K); base: 300 K
Melt depth: 50 nm; latent heat: 4.163e+09 J/m3
Amorphous melting temperature Ta: 1445.4 K
Undercooling at Ta: 239.6 K
Crystal speed at Ta: 14.09 m/s
Initial undercooling per speed: 10.63 K/(m/s)
Crystal maximum: 15.74 m/s at 1315.6 K
Crossing temperature T*: 1380.7 K
Undercooling at T*: 304.3 K
Threshold speed: 15.35 m/s
Gap Ta-T*, root / estimate: 64.7 / 54.8 K
Time per layer at threshold: 8.84 ps
Heat release at threshold: 6.390e+10 W/m2
Solid gradient needed: 2.56 K/nm
At T*+15 K, speeds c / a: 15.14 / 12.19 m/s
At T*-15 K, speeds c / a: 15.51 / 18.27 m/s
Patch of 20 sites after growth, T*+15 K: 0 sites
Patch of 20 sites after growth, T*-15 K: 62 sites
Crystal-branch heat-flow runs (half = half of melt frozen):
Heating 0.3 ns: lowest 1216 K; half 14.97 m/s, 1216 K
Heating 1.0 ns: lowest 1384 K; half 15.30 m/s, 1384 K
Heating 3.0 ns: lowest 1493 K; half 12.52 m/s, 1494 K
Heating 10.0 ns: lowest 1571 K; half 8.68 m/s, 1572 K
Heating 30.0 ns: lowest 1616 K; half 5.75 m/s, 1616 K
30 ns: speed from heat fluxes at half: 5.77 m/s
30 ns, crystal prefactor doubled: speed ratio 1.093
30 ns, same change: undercooling ratio 0.514
3 ns, finer grid: lowest 1493 K; half 12.52 m/s
10 ns, k rising as 1/T: lowest 1521 K; half 11.10 m/s
Driving energy at T*: 93.9 meV
Heat-capacity term (2 J/(mol K)): 0.61 meV, 0.65 %
Excess entropy -0.1 k: Ta 1401 K, T* 1332 K, threshold 15.72 m/s
Excess entropy +0.1 k: Ta 1493 K, T* 1435 K, threshold 14.37 m/s
Crystal prefactor halved: T* 1417 K, threshold 7.38 m/s
Amorphous prefactor halved: T* 1275 K, threshold 15.74 m/s
Solid-phase regrowth at T* in 10 ns: 0.0070 nm
```
